Which empty levels of a molecule in a box are molecular?

**Question**

I want the empty levels of an isolated molecule from a plane-wave calculation in a cubic cell. To see how large the cell must be, I replaced the molecule by one electron in a fixed Gaussian well,

V(r) = −V₀ exp(−r²/b²), V₀ = 1 hartree, b = 4 bohr.

I use the Γ point and a 3 hartree cutoff, and keep the levels with the full symmetry of the cube. Level 1 plays the occupied orbital. Relative to the potential at the cell corner, the point farthest from all images, the next four levels, in hartree, are

L = 24 bohr: −0.09698, 0.00544, 0.04908, 0.09368
L = 36 bohr: −0.09685, 0.00122, 0.01972, 0.03925
L = 60 bohr: −0.09685, 0.00021, 0.00646, 0.01301

Level 2 settles at once; levels 3, 4 and 5 keep falling. How large must L be before I can quote them as the second, third and fourth fully symmetric empty orbitals of the molecule?

**Answer**

No cell is large enough, because levels 3, 4 and 5 are not orbitals of the molecule. They are standing waves of a free electron in the cell, disturbed by the well to a degree that fades as the cell grows. They do converge, but to the vacuum level. Raising the cutoff does not help: it only describes the waves of the same cell more accurately.

This can be derived for your spherical well, and the derivation also shows two cases in which the sign of the energy misleads.

**The zero of energy**

You measured energies from the potential in the empty region, which is the right choice. If the cell average of the potential is set to zero instead, the constant V̄ = L⁻³ ∫V d³r is subtracted everywhere, and the vacuum level moves to

−V̄ = π^(3/2) b³ V₀/L³.

This is 0.0258 hartree at L = 24 bohr and 0.0032 hartree at L = 48 bohr. Without alignment, even a perfectly converged bound level would appear to drift as L⁻³.

**The matching condition**

Write k² = 2mε/ħ², with ε measured from vacuum, and let u(r) be r times the s-wave part of the wavefunction. Outside the well u″ = −k²u, so up to a constant factor

u(r) = cos kr + F(ε) sin(kr)/k.

Integrating outwards from u(0) = 0 through the well fixes F(ε), which therefore belongs to the free molecule and knows nothing of the cell. Three cases are needed:

- For ε > 0, u is proportional to sin(kr+δ), where δ is the phase shift. Dividing by sin δ gives F = k cot δ.
- At ε = 0, u = 1 + Fr. Defining the scattering length a by u ∝ r − a gives F(0) = −1/a.
- For ε < 0, put k = iκ. Then u = cosh κr + F sinh(κr)/κ, which decays only if F = −κ. This is the condition for a bound state.

The periodic cell supplies a second expression for F. Outside the wells the wave obeys (∇² + k²)ψ = 0 and is periodic. If each well acts only on s waves, and ψ has an s-wave part there, ψ is proportional to

G(r) = L⁻³ Σ_q exp(iq·r)/(q² − k²), q = 2πn/L,

with n a vector of integers. This function satisfies (−∇² − k²)G = δ(r) in the cell. Near the origin it is therefore 1/(4πr) + C plus terms that vanish with r. Its s-wave part, multiplied by r, starts with value 1/(4π) and slope C, so it equals

[cos kr + 4πC sin(kr)/k]/(4π).

Comparison with u gives F = 4πC.

To find C, subtract 1/(4πr), which is the integral of exp(iq·r)/q² over d³q/(2π)³. With both sum and integral cut off at q = Q, the integral at r = 0 is Q/(2π²). Hence

4πC = lim [(4π/L³) Σ 1/(q² − k²) − 2Q/π].

Insert q = 2πn/L, Q = 2πΛ/L and η = (kL/2π)². The first prefactor becomes (4π/L³)(L²/4π²) = 1/(πL), and the second term becomes 4Λ/L = 4πΛ/(πL). The condition for a cell level is

F(ε) = S(η)/(πL), S(η) = lim [Σ_{|n|<Λ} 1/(n² − η) − 4πΛ].

The molecule enters through F alone. For ε > 0 such a box level is thus a measurement of the phase shift at an energy selected by the cell. The exceptions are fully symmetric waves with no s-wave part at the well, which first appear in the shell n² = 9; in this approximation they stay at their free energy.

The approximation is the neglect of higher partial waves. In the fully symmetric levels of a cube the next one is l = 4. Comparing the phase shift deduced from each cell level with that from free-space integration, the largest discrepancy for levels 3 to 6 is 0.013 rad at L = 36 bohr and 0.0001 rad at L = 60 bohr. Including l = 4 to first order reduces the largest discrepancy over L = 36, 48 and 60 bohr to 0.0002 rad.

**Why level 2 converges**

For ε < 0, G is also a sum over the molecule and its images, each contributing exp(−κd)/(4πd) at distance d. At the origin the molecule's own term gives 1/(4πr) − κ/(4π), and the six nearest images add 6 exp(−κL)/(4πL). Keeping only these,

F(ε) + κ(ε) = 6 exp(−κL)/L.

The left side is zero at the free bound energy. Expanding it to first order about that energy gives an energy error proportional to exp(−κL)/L.

For level 2 the free energy is −0.09686 hartree (−2.64 eV), so in atomic units κ = √(2 × 0.09686) = 0.440 bohr⁻¹. Relative to the L = 60 bohr cell, its error is 1.301×10⁻⁴ hartree at L = 24 bohr and 6.90×10⁻⁶ hartree at L = 30 bohr. The decay constant implied by these errors is

(1/6) ln[(1.301×10⁻⁴ × 24)/(6.90×10⁻⁶ × 30)] = 0.452 bohr⁻¹,

within 3% of κ. Most of this difference comes from the cutoff. At 3 hartree the level in the L = 60 bohr cell still lies about 1×10⁻⁵ hartree above the free value, and this offset changes slightly from cell to cell. With a 6 hartree cutoff and the free energy as reference, the errors are 1.309×10⁻⁴ and 7.40×10⁻⁶ hartree and the decay constant is 0.442 bohr⁻¹, within 0.5% of κ. Level 2 is a genuine empty level of this model molecule.

**Why levels 3, 4 and 5 fall**

Let L grow at fixed level index. Then k tends to zero and F tends to −1/a, while the right side of the condition carries a factor 1/L. For finite, non-zero a, S must therefore become large, which happens near its poles η = n². Let N be the number of integer vectors with that n². For the low shells used here they are all related by the symmetry of the cube and give one fully symmetric level. Near the pole S ≈ N/(n² − η), so

N/[πL(n² − η)] = −1/a, hence η = n² + Na/(πL).

Since ε = (ħ²/2m)(2π/L)²η,

ε = (2π²ħ²/mL²) [n² + Na/(πL)]

to this order in a/L. For n² ≥ 1 the leading term is the kinetic energy of a free wave in an empty cell, proportional to L⁻². The molecule appears only in the correction. For n = 0 the free kinetic energy is zero and the correction is all that remains:

ε = 2πħ²a/(mL³).

So the L⁻² law has an exception at Γ: your level 3 follows L⁻³ asymptotically. In both cases the limit is the vacuum level.

Take level 4, which belongs to n² = 1 with N = 6. Radial integration gives a = 5.519 bohr. At L = 60 bohr

η ≈ 1 + 6 × 5.519/(π × 60) = 1.176,

while diagonalization gives 1.178. This closeness is partly a cancellation. At η = 1.178 the pole term alone gives 6/[πL(1 − η)] = −0.179 bohr⁻¹ and −1/a = −0.181 bohr⁻¹, but the full S(η)/(πL), which equals F, is about −0.16 bohr⁻¹. Both approximations are off by about 10%, and their errors nearly cancel for this level. In atomic units the energy is (2π²/60²) × 1.178 = 0.00646 hartree, the number in your list. Between L = 24 and 60 bohr this "orbital" falls from 1.335 eV to 0.176 eV.

A log-log plot of your data will not have slope exactly −2. With x = 6a/(πL), differentiating ln[L⁻²(1+x)] with respect to ln L gives the slope −2 − x/(1+x). Midway between 48 and 60 bohr, x = 0.195 and the slope should be −2.16; the computed value is −2.165, an agreement helped by the same cancellation. Solving the matching condition at L = 400 and 500 bohr gives −2.023.

Level 3 is farther from its law at the same L. At L = 60 bohr the leading formula gives η = a/(πL) = 0.029, against the computed 0.039.

**Where the electron is**

The second diagnostic is the probability P of finding the electron near the molecule. Plane waves are orthogonal, so the norm of G is

∫|G|² d³r = L⁻³ Σ_q 1/(q² − k²)² = L S′(η)/(16π⁴),

because q² − k² = (2π/L)²(n² − η) and S′(η) = Σ 1/(n² − η)². Let w be the integral of 4πu² from r = 0 to the radius of a chosen sphere, with u scaled as in the matching section. Since rG = u/(4π) outside the well, the probability in the sphere is [w/(16π²)] divided by the norm:

P = π²w/[L S′(η)].

The norm here uses G inside the well too. For a box wave spread over a cell much larger than the well, the error is small. The formula should not be used for a bound level or a narrow resonance, where much of the norm lies inside the well. For the n = 0 wave S′ ≈ 1/η², so P ≈ π²wη²/L. With η ≈ a/(πL), and w tending to a constant, P falls as L⁻³: the electron spreads over the whole cell.

Within 6 bohr of the centre, level 2 has probability 0.796 at both L = 48 and 60 bohr. Level 3 has 0.0348 at L = 24 bohr, 0.00216 at 48 bohr and 0.00096 at 60 bohr; the formula gives 0.00095 for the last. From 48 to 60 bohr the drop is a factor 2.25, more than (60/48)³ = 1.95, because η has not yet reached its leading form. The computed values η = 0.0524 and 0.0388 give (0.0524/0.0388)² × 60/48 = 2.28 if the change in w is ignored.

**A negative level need not be bound**

If a < 0, the n = 0 formula gives a negative energy. Reduce your well depth to 0.05 hartree: the free well then has no s-wave bound state and a = −6.79 bohr. Yet the lowest cell level is −9.6×10⁻⁴ hartree at L = 30 bohr and −1.5×10⁻⁴ hartree at L = 60 bohr. It rises towards zero by a power law, whereas a bound level settles exponentially at a non-zero energy once κL is large. The sign of the energy at one L cannot distinguish the two.

**A positive level can carry molecular information**

A barrier can hold an electron temporarily above the vacuum level. At such a resonance δ rises by about π within a narrow energy window. F = k cot δ then sweeps steeply through nearly all real values and must cross the slowly varying S/(πL) near the resonance energy. This holds for any cell in which the window is narrow compared with the spacing of the box levels; the resonance is shared among neighbouring levels when box levels fall close to its energy, which can happen by chance in a moderate cell and is unavoidable once the spacing of the box levels is smaller than the width of the resonance.

As an example, take the potential Ar² exp(−r²/c²) with A = 0.12 hartree/bohr² and c = 4.5 bohr. Free-space integration puts an s-wave resonance at 0.626 hartree. There kc ≈ 5, so higher partial waves cannot be neglected and the s-wave condition is only a qualitative guide; the cell levels below come from full diagonalization. The cell level with the largest probability within 5 bohr of the centre is number 32 at L = 32 bohr, with energy 0.627 hartree, and number 73 at L = 44 bohr, with energy 0.625 hartree. The energy stays while the index changes. The inner probability is 0.895 in the first cell and 0.478 in the second (0.487 with a 5 hartree cutoff), so it varies with the cell much more than the energy does. The resonance is about 0.002 hartree wide, and at L = 44 bohr it is shared with the next level, number 74 at 0.627 hartree, whose inner probability is about 0.4. The sharing does not grow steadily with L: at L = 46 bohr a single level again holds about 0.7. Such a feature should be reported as a resonance, with a scattering or stabilization analysis, and not as a bound orbital.

**What to do with a real molecule**

Align each calculation to the potential in the empty region, then repeat it for at least three values of L.

- A level that settles below vacuum and keeps its probability near the molecule is a bound level of the potential.
- A level that slides towards vacuum while its probability spreads out should not be quoted as a molecular level at any of these L. It is a box wave if the slide continues as a power law. A weakly bound level can look the same until κL is large: at well depth 0.095 hartree the free well binds at −4.1×10⁻⁴ hartree, yet the lowest cell level rises from −4.8×10⁻³ hartree at L = 24 bohr to −9.7×10⁻⁴ hartree at L = 60 bohr while its probability within 6 bohr falls from 0.23 to 0.12. A negative level of this kind needs larger cells before it can be classified.
- An energy above vacuum that persists while the level index changes points to a resonance only if a large probability near the molecule persists too, either in that level or summed over the few levels close to it in energy. Box levels can line up by chance: your plain well has a level within 0.001 hartree of 0.346 hartree at L = 32, 38 and 44 bohr (numbers 21, 29 and 40), each with probability below 0.03 within 5 bohr.

The formulas assume a fixed, spherical, short-ranged potential. A neutral molecule in the local density approximation comes close to the last condition when its multipole fields are weak, since the exchange-correlation potential vanishes with the density. For a non-spherical molecule I expect the same leading powers, because the molecule fills a vanishing fraction of the cell, but the derivation above does not prove it. A charged or strongly polar system has a long-ranged potential, and this matching condition does not apply to it. In a self-consistent calculation the potential itself must also be converged with L.

Finally, a converged bound level is an eigenvalue of the chosen potential. Whether it approximates an electron affinity is a separate question, which no choice of cell can settle.

The numerical check below gives most of the values used here.

Computed results

```
Well depth V0 = 1.00 hartree; range b = 4.0 bohr
Plane-wave cutoff = 3.0 hartree
Free bound level 1 = -0.53071 hartree
Free bound level 2 = -0.09686 hartree = -2.636 eV
Scattering length a = 5.5191 bohr
Symmetric cell levels 1-5 relative to vacuum, hartree:
L = 24 bohr: -0.53071 -0.09698 0.00544 0.04908 0.09368
L = 30 bohr: -0.53071 -0.09685 0.00235 0.02963 0.05818
L = 36 bohr: -0.53071 -0.09685 0.00122 0.01972 0.03925
L = 48 bohr: -0.53071 -0.09685 0.00045 0.01047 0.02106
L = 60 bohr: -0.53071 -0.09685 0.00021 0.00646 0.01301
Scaled energies eta of levels 3-6, dimensionless:
L = 24 bohr: 0.1588 1.4320 2.7337 3.6761
L = 30 bohr: 0.1072 1.3512 2.6525 3.6445
L = 36 bohr: 0.0799 1.2947 2.5770 3.5490
L = 48 bohr: 0.0524 1.2224 2.4578 3.3928
L = 60 bohr: 0.0388 1.1782 2.3732 3.2980
Level 4: L=24 bohr 1.335 eV; L=60 bohr 0.176 eV
Level 2 error, L=24 bohr = 1.301e-04 hartree (ref. L=60)
Level 2 error, L=30 bohr = 6.899e-06 hartree (ref. L=60)
Decay constant from cells = 0.4524 bohr^-1
Decay constant kappa, free = 0.4401 bohr^-1
Worst s-wave phase mismatch = 1.29e-02 rad (L=36 bohr, level 6)
Same level with l=4 included = 1.66e-04 rad
Its l=4 phase shift = 5.86e-03 rad
Worst mismatch with l=4, all levels = 1.68e-04 rad
Worst s-wave mismatch at L=60 bohr = 1.04e-04 rad
Level 4 exponent, L=48-60 bohr = -2.165
Level 4 exponent, L=400-500 bohr = -2.0233
Level 4 eta-1 at L=500 bohr = 0.02116
Leading 6a/(pi L) at L=500 bohr = 0.02108
Inner sphere radius = 6.0 bohr
Inner probability, L=24 bohr: level 2 0.79320; level 3 0.03478
Inner probability, L=48 bohr: level 2 0.79639; level 3 0.00216
Inner probability, L=60 bohr: level 2 0.79639; level 3 0.00096
Level 3 probability formula, L=60 bohr = 0.00095
Vacuum above cell average, L=24 bohr = 0.02578 hartree
Vacuum above cell average, L=48 bohr = 0.00322 hartree
Shallow well depth = 0.050 hartree
Shallow-well a: free -6.7918, from cell -6.8481 bohr
Shallow-well lowest level, L=30 bohr = -9.6348e-04 hartree
Shallow-well lowest level, L=60 bohr = -1.4867e-04 hartree
Barrier A = 0.12 hartree/bohr^2; c = 4.5 bohr
Free resonance energy = 0.6260 hartree
Resonance sphere radius = 5.0 bohr
Resonance, L=32 bohr: level 32, 0.6273 hartree, inner probability 0.895
Resonance, L=44 bohr: level 73, 0.6253 hartree, inner probability 0.478
```
